# Slab-truncated Coulomb kernel and RPA correlation energy of an isolated layer, part 1

(Sections cited here and not found follow in the second part.)

**Problem: slab truncation of the Coulomb kernel and the RPA energy of an isolated layer**

A single layer, infinite in the plane and of finite thickness along $z$, is described with plane waves by repeating it along $z$ with period $L$. Hartree atomic units are used throughout. A wave vector has an in-plane part $\mathbf q$, with $q=|\mathbf q|$, and a normal part $k$. In the repeated system $k$ takes the values $k_n=(2\pi n+\theta)/L$ with integer $n$, where $\theta=q_zL\in[0,2\pi)$ is the Bloch phase between neighbouring cells. Transforms are $g(k)=\int dz\,e^{-ikz}g(z)$, and likewise in the plane.

The starting point is the adiabatic-connection expression for the correlation energy, $E=-\int_0^1d\lambda\int_0^\infty\frac{du}{2\pi}\mathrm{Tr}[(\chi_\lambda-\chi_0)v]$, at imaginary frequency $iu$, with the random-phase approximation $\chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0$. Since $\frac{d}{d\lambda}\mathrm{Tr}\ln(1-\lambda\chi_0v)=-\mathrm{Tr}[\chi_\lambda v]$, the $\lambda$ integral gives $\mathrm{Tr}[\ln(1-\chi_0v)+\chi_0v]$. The trace splits into blocks of fixed $\mathbf q$ and $\theta$, and the energy per unit area and per layer is

$$E=\int\frac{d^2q}{(2\pi)^2}\int_0^\infty\frac{du}{2\pi}\,\langle f\rangle_\theta,\qquad f(q,u,\theta)=\mathrm{tr}\,[\ln(1-\chi_0v)+\chi_0v],$$

where tr runs over $n$, and $\langle\cdot\rangle_\theta$ is the average over the sampled phases: $\int d\theta/2\pi$ for a converged infinite stack, or the single value $\theta=0$ ("Γ sampling").

Three assumptions hold in all parts. The independent-particle response $\chi_0(q,iu;z,z')$ of the layer is a fixed input. It vanishes unless $|z|,|z'|\le d/2$, and $L\ge d$, so that electrons do not pass between copies. The layer is homogeneous and isotropic in the plane; the solutions say where a crystalline layer differs.

**(a)** Replace $1/r$ by $H(R-|z|)/r$, where $H$ is the unit step and $z$ the normal component of the separation. Find its three-dimensional transform $v_R(q,k)$ for $q>0$, and specialise it to $R=L/2$, $\theta=0$.

**Solution.** The step depends on $z$ only, so the in-plane transform is done first. Let $w(q,z)=\int d^2\rho\,e^{-i\mathbf q\cdot\boldsymbol\rho}/\sqrt{\rho^2+z^2}$. The in-plane transform of $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$ turns the in-plane Laplacian into $-q^2$ and the in-plane delta function into 1:

$$\Big(\frac{d^2}{dz^2}-q^2\Big)w=-4\pi\delta(z).$$

For $z\ne0$ the solutions are $e^{\pm qz}$. The potential of a modulated charge sheet cannot grow away from the sheet, and $w$ is even in $z$, so $w=c\,e^{-q|z|}$. Its slope jumps by $-2qc$ at $z=0$, and integrating the equation across $z=0$ sets the jump to $-4\pi$. Hence

$$w(q,z)=c\,e^{-q|z|},\qquad c=\frac{2\pi}{q}.$$

A direct numerical evaluation of the Bessel-function integral at $q=0.4$ bohr$^{-1}$, $z=1.5$ bohr gives 8.62071302 bohr, the same as this formula. The program that carries out this and the later tests is printed after the text with its output.

The step restricts the $z$ integral to $|z|<R$. Because $w$ is even, only the cosine survives:

$$v_R=2c\,\mathrm{Re}\int_0^Rdz\,e^{-(q+ik)z}=2c\,\mathrm{Re}\,\frac{(1-e^{-qR}e^{-ikR})(q-ik)}{q^2+k^2}.$$

The real part of $(\cos kR-i\sin kR)(q-ik)$ is $q\cos kR-k\sin kR$. With $2cq=4\pi$,

$$v_R(q,k)=\frac{4\pi}{q^2+k^2}\Big[1-e^{-qR}\cos kR+\frac kq\,e^{-qR}\sin kR\Big].\tag{1}$$

For $qR\to\infty$ at fixed $k/q$ the bracket tends to 1 and the bare kernel $4\pi/(q^2+k^2)$ returns. The change is the transform of the removed tail, bounded by $2c\int_R^\infty e^{-qz}dz=4\pi e^{-qR}/q^2$, so it is exponentially small for $q\gg1/R$: a modulation of shorter wavelength has a field that has already decayed at distance $R$. Relative to the bare kernel the change is at most $e^{-qR}\sqrt{1+k^2/q^2}$, which is small only while $k\ll q\,e^{qR}$.

For $R=L/2$ and $\theta=0$, $k_nR=n\pi$, so the sine vanishes and the cosine is $(-1)^n$:

$$v_{L/2}(q,k_n)=\frac{4\pi}{q^2+k_n^2}\Big[1-(-1)^ne^{-qL/2}\Big].\tag{2}$$

The bracket lies between 0 and 2: even components are reduced and odd ones enhanced. For $L=12$ bohr, the component $q=0.3$, $n=0$ falls from 139.63 to 116.55 bohr$^2$, a factor $0.835=1-e^{-1.8}$, and the component $q=0.05$, $n=1$ rises from 45.42 to 79.07 bohr$^2$, a factor $1.741=1+e^{-0.3}$. Equation (1) was tested against numerical quadrature of the defining integral at four points $(q,k,R)$, these two among them. For $\theta\neq0$ the sine does not vanish even at $R=L/2$, and (1) must be used.

**(b)** Determine the behaviour of $v_R$ as $q\to0$ and interpret each term. What is special about $R=L/2$?

**Solution.** In $v_R=2c\int_0^Rdz\cos(kz)\,e^{-qz}$ write $e^{-qz}=1-qz+r$, with $0\le r\le q^2z^2/2$. The first term gives $4\pi\sin(kR)/(kq)$. The second gives $-4\pi\int_0^Rz\cos kz\,dz$, and integration by parts yields $\int_0^Rz\cos kz\,dz=R\sin(kR)/k+(\cos kR-1)/k^2$. The remainder is at most $2c\,q^2R^3/6=2\pi qR^3/3$ in magnitude. So

$$v_R=\frac{4\pi\sin kR}{kq}+v_0(k)+O(qR^3),\qquad v_0(k)=\frac{4\pi}{k^2}\big[1-\cos kR-kR\sin kR\big],\tag{3}$$

and at $k=0$ the integral is $R^2/2$, so that $v_R=4\pi R/q-2\pi R^2+O(qR^3)$.

The first term is the transform of the constant $2\pi/q$ on $|z|<R$. Between two charge distributions that lie entirely within range of each other, a constant kernel gives the product of their net charges per area, so it drops out when either is neutral. The second term is the transform of $-2\pi|z|$ on $|z|<R$, the potential of a uniformly charged sheet of unit areal density. It is the interaction that remains between neutral distributions at $q=0$.

For $R=L/2$ and $\theta=0$ the constant fills exactly one period, so it has no Fourier component other than $n=0$. All components with $n\ne0$ then have finite limits, $8\pi/k_n^2$ for odd $n$ and 0 for even $n$, and these agree with $v_0(k_n)$. The $n=0$ component, divided by the cell height as it enters every Fourier sum, is $v/L\to2\pi/q$: the two-dimensional Coulomb singularity, independent of $L$. The bare kernel gives $4\pi/(q^2L)$, the stronger singularity of a three-dimensional medium.

Unless $R$ is a multiple of $L/2$, the term $4\pi\sin(kR)/(kq)$ survives at some $n\ne0$, with either sign, and at small $q$ it dominates those components. With $L=16$, $R=7$, $q=0.05$, $n=2$ the kernel is $-148.63$ bohr$^2$. Part (d) shows that such a value need not spoil the energy, but it rules out the symmetrised form $v^{1/2}\chi_0v^{1/2}$ with a real square root, which the non-negative kernel (2) allows.

**(c)** A plane-wave calculation uses the kernel only at the discrete $k_n$. Find the real-space interaction $W(z)=\frac1L\sum_nv(q,k_n)e^{ik_nz}$ that it represents, for the bare and for the truncated kernel.

**Solution.** Let $w$ be the function whose transform is $v$, and define $F(z)=\sum_me^{im\theta}w(z-mL)$. Shifting $m$ by one shows $F(z+L)=e^{i\theta}F(z)$, so $F$ has an expansion in the functions $e^{ik_nz}$, with coefficients $\frac1L\int_0^LF\,e^{-ik_nz}dz$. In the $m$th term write $e^{-ik_nz}=e^{-ik_n(z-mL)}e^{-ik_nmL}$. Since $k_nmL=2\pi nm+m\theta$, the last factor cancels $e^{im\theta}$, and the intervals $z-mL\in[-mL,(1-m)L]$ join to the whole line. The coefficient is $v(q,k_n)/L$, so

$$W(z)=\sum_me^{im\theta}\,w(z-mL).\tag{4}$$

Sampling the kernel at discrete $k_n$ is the same as letting each charge interact with all periodic copies of the other, copy $m$ carrying the phase $e^{im\theta}$.

For the bare kernel at $\theta=0$ and $0\le z\le L$, the terms $m\le0$ sum to $c\,e^{-qz}/(1-e^{-qL})$ and the terms $m\ge1$ to $c\,e^{qz}e^{-qL}/(1-e^{-qL})$. Multiplying numerator and denominator by $e^{qL/2}$, and using evenness in $z$,

$$W_{\rm bare}(z)=c\,\frac{\cosh q(L/2-|z|)}{\sinh(qL/2)},\qquad|z|\le L.$$

For the truncated kernel each term carries $H(R-|z-mL|)$. With $R=L/2$ the windows tile the line, so exactly one term survives at each $z$, the nearest copy. At $q=0.3$, $L=12$ the Fourier sums give $W_{\rm bare}=15.448$ and $W_{\rm cut}=14.180$ bohr at $z=1.3$, where the second number is the isolated value $c\,e^{-qz}$. At $z=8$, beyond half a period, $W_{\rm cut}=6.308$ bohr is $c\,e^{-q(L-z)}$, the interaction with the copy at distance 4 bohr and not with the original at distance 8. The truncated kernel is the isolated interaction only for $|z|<L/2$.

**(d)** Find the range of $R$ for which the supercell integrand $f$ equals that of the isolated layer, and show what goes wrong outside it.

**Solution.** At fixed $q$ and $u$, $\chi_0(z,z')$ of the homogeneous layer is a real, symmetric, negative semidefinite kernel on $[-d/2,d/2]$. It can be written

$$\chi_0(z,z')=\sum_a\rho_a(z)\,\Pi_a\,\rho_a(z'),\qquad\Pi_a\le0,$$

with real $\rho_a$ that vanish outside the layer. The eigenfunctions of the kernel provide one such form, and the transition densities of part (g) another; orthogonality is not needed. With no overlap, the response of the stack is $\sum_m\chi_0(z-mL,z'-mL)$. Between plane waves normalised over $N$ cells, each cell contributes the same amount when both waves have the same $\theta$, because $e^{-i(k_n-k_{n'})mL}=1$, so

$$(\chi_0)_{nn'}=\frac1L\iint dz\,dz'\,e^{-ik_nz}\chi_0(z,z')e^{ik_{n'}z'}=\frac1L\,(P\,\Pi\,P^\dagger)_{nn'},\qquad P_{na}=\rho_a(k_n),$$

with $\Pi$ the diagonal matrix of the $\Pi_a$.

For rectangular matrices $A$ and $B$, eliminating the lower-left block of $\begin{pmatrix}1&A\\B&1\end{pmatrix}$ gives the determinant $\det(1-BA)$, and eliminating the upper-right block gives $\det(1-AB)$, so the two are equal (Sylvester's identity). Take $A=P$ and $B=\Pi P^\dagger v/L$, and use $\mathrm{tr}\ln=\ln\det$ and the cyclic property of the trace:

$$f=\ln\det(1-\Pi V)+\mathrm{tr}\,\Pi V,\qquad V_{ab}=\frac1L\sum_n\rho_a(k_n)^*\,v(q,k_n)\,\rho_b(k_n).\tag{5}$$

Since $\rho_a(k)^*=\int\rho_a(z)e^{ikz}dz$, the sum over $n$ assembles $W$:

$$V_{ab}=\iint dz\,dz'\,\rho_a(z)\,W(z-z')\,\rho_b(z').$$

For the isolated layer the same steps hold with $\frac1L\sum_n\to\int dk/2\pi$, and $W$ is replaced by $c\,e^{-q|z-z'|}$. Call that matrix $V^0$. It is positive semidefinite, because $4\pi/(q^2+k^2)>0$.

Only separations $|z-z'|\le d$ enter $V_{ab}$. In (4) with the truncated $w$, the term $m=0$ is untouched on this interval if $R\ge d$. A term $m\ne0$ has $|z-z'-mL|\ge L-d$ and is removed if $R\le L-d$. Therefore

$$d\le R\le L-d\quad\Rightarrow\quad V=V^0,\quad f(q,u,\theta)=f_{\rm iso}(q,u)\ \text{ for every }q,u,\theta.\tag{6}$$

The window is non-empty only if $L\ge2d$, and $R=L/2$ then always lies in it. Since $f$ no longer depends on $\theta$, the single phase $\theta=0$ with kernel (2) is exact. Negative values of $v_R(q,k_n)$ inside the window are harmless for (5), because they concern the kernel at separations that $\chi_0$ does not reach. For a crystalline layer $\chi_0$ is also a matrix in the in-plane reciprocal vectors $\mathbf G$, while $v$ is diagonal and evaluated at $|\mathbf q+\mathbf G|$; the support argument applies to each $\mathbf G$ and (6) stands.

For $R<d$ real interactions between the two faces of the layer are cut, and for $R>L-d$ part of the nearest copies is kept. For the model of part (g), with $d=6$, $L=16$, $\theta=0.6$, $q=0.25$, the largest element of $|V-V^0|$ is 0.195 bohr at $R=4$ and 0.026 bohr at $R=12$, and of order $10^{-13}$ bohr at $R=6$, 7 and 10. A real layer has exponentially decaying density tails instead of strict support, so (6) then holds up to terms that involve the response outside the chosen $d$.

**(e)** For the bare kernel and a layer with mirror symmetry $z\to-z$, find the exact change $\delta f=f-f_{\rm iso}$ caused by the copies.

**Solution.** Put $x=qL$. For $|z-z'|\le d\le L$ the sign of $z-z'-mL$ is fixed for each $m\neq0$, so the terms $m\ne0$ of (4) are geometric series:

$$\delta W=c\big[s\,e^{q(z-z')}+s^*e^{-q(z-z')}\big],\qquad s=\sum_{m\ge1}e^{-m(x-i\theta)}=\frac1{e^{x-i\theta}-1}.$$

Each term is a product of a function of $z$ and a function of $z'$. With vectors $p^\pm_a=\int\rho_ae^{\pm qz}dz$,

$$\delta V=c\big[s\,p^+(p^-)^T+s^*p^-(p^+)^T\big],$$

a matrix of rank two. Define the screened response of the isolated layer, $\chi=(1-\Pi V^0)^{-1}\Pi=-(|\Pi|^{-1}+V^0)^{-1}$, which is symmetric and negative. Multiplying out confirms $1-\Pi(V^0+\delta V)=(1-\Pi V^0)(1-\chi\,\delta V)$, so $\delta f=\ln\det(1-\chi\,\delta V)+\mathrm{tr}\,\Pi\,\delta V$. Write $\delta V=cUY^T$ with two-column matrices $U=(sp^+,\,s^*p^-)$ and $Y=(p^-,\,p^+)$. Sylvester's identity reduces the determinant to $\det(1-cY^T\chi U)$, of size two:

$$\det\begin{pmatrix}1-cs\,p^-\chi p^+&-cs^*\,p^-\chi p^-\\-cs\,p^+\chi p^+&1-cs^*\,p^+\chi p^-\end{pmatrix}.$$

Split $p^\pm=e\pm o$, with $e_a=\int\rho_a\cosh qz\,dz$ and $o_a=\int\rho_a\sinh qz\,dz$. Mirror symmetry allows each $\rho_a$ to be chosen even or odd and forbids $\chi$ to connect the two classes, so $e\chi o=0$. With $\chi_e=e\chi e$ and $\chi_o=o\chi o$ one has $p^-\chi p^+=p^+\chi p^-=\chi_e-\chi_o$ and $p^\pm\chi p^\pm=\chi_e+\chi_o$. The determinant is $1-2c\,\mathrm{Re}\,s\,(\chi_e-\chi_o)+c^2|s|^2[(\chi_e-\chi_o)^2-(\chi_e+\chi_o)^2]$, and the last bracket is $-4\chi_e\chi_o$. The trace term is $c(s+s^*)\,p^-\Pi p^+$. With $\chi^0_e=e\Pi e$ and $\chi^0_o=o\Pi o$,

$$\delta f=\ln\big[1-2c\,\mathrm{Re}\,s\,(\chi_e-\chi_o)-4c^2|s|^2\chi_e\chi_o\big]+2c\,\mathrm{Re}\,s\,(\chi^0_e-\chi^0_o).\tag{7}$$

This is exact within the assumptions. It was tested against the full plane-wave determinant at three phases $\theta$, for both models of part (h).

At $\theta=0$, $s$ is real and positive and the argument factorises into $(1-2cs\chi_e)(1+2cs\chi_o)$. Copies in phase strengthen the repulsion felt by an even fluctuation, since like charges are added above and below, and weaken the restoring field of an odd one, since a column of aligned normal dipoles places opposite charges face to face.

**(f)** Let the layer have a gap. Find the leading large-$L$ error of the bare-kernel energy for a full $\theta$ average and for Γ sampling. Is each of them a dispersion interaction between the copies?

**Solution.** The averages follow from the series $s=\sum_{m\ge1}\varepsilon^me^{im\theta}$, $\varepsilon=e^{-x}$. Under a full average only $e^{i0\theta}$ survives, so $\langle s\rangle=\langle s^2\rangle=0$ and $\langle|s|^2\rangle=\sum_m\varepsilon^{2m}$. With $(\mathrm{Re}\,s)^2=(s^2+s^{*2}+2|s|^2)/4$,

$$\langle\mathrm{Re}\,s\rangle=0,\qquad\langle|s|^2\rangle=2\langle(\mathrm{Re}\,s)^2\rangle=\frac1{e^{2x}-1}.$$

On a uniform mesh $\theta_j=2\pi j/N$ the terms with $m$ a multiple of $N$ survive, so $\langle\mathrm{Re}\,s\rangle_N=1/(e^{Nx}-1)$.

Because $s$ decays as $e^{-qL}$, large $L$ selects $q\sim1/L$, and the small-$q$ forms of $\chi_e$ and $\chi_o$ are needed. A potential $\phi\,e^{i\mathbf q\cdot\boldsymbol\rho}$, uniform in $z$, exerts the force $-i\mathbf q\phi$ and induces a dipole moment per area $\alpha_\parallel(-i\mathbf q\phi)$, where a gap makes the polarizability per area $\alpha_\parallel(iu)$ finite at all $u$. The induced areal density is minus its divergence, $-\alpha_\parallel q^2\phi$. Thus $\langle1|\chi|1\rangle=-\alpha_\parallel q^2$, in the notation $\langle g|\chi|h\rangle=\iint g\chi h$. The term $q^2z^2/2$ in $\cosh qz$ adds $q^2\langle1|\chi|z^2\rangle$, and the Cauchy–Schwarz inequality for the definite form $-\chi$ bounds $|\langle1|\chi|z^2\rangle|$ by $O(q)$, so this is a relative correction of order $q$ at most. With $\sinh qz\approx qz$,

$$\chi_e\to-\alpha_\parallel q^2,\qquad\chi_o\to-\alpha_zq^2,\qquad\alpha_z=-\langle z|\chi|z\rangle_{q=0},$$

and $\alpha^0_z=-\langle z|\chi_0|z\rangle_{q=0}$ is the unscreened value. Odd densities are neutral, so by part (b) they interact through $-2\pi|z-z'|$ at $q=0$. This is finite and, as a limit of positive forms, non-negative. From $|\Pi|^{-1}+V^0\ge|\Pi|^{-1}$ it follows that $\alpha_z\le\alpha^0_z$: the depolarisation field reduces the normal polarizability by a finite fraction. In the even sector $\chi-\Pi=\Pi V^0\chi$, whose leading part is $c\,(\alpha_\parallel q^2)^2=2\pi\alpha_\parallel^2q^3$ for the homogeneous layer, one power of $q$ smaller.

The quantity $c\chi s$ is at most of order $2\pi\alpha q/(qL)=2\pi\alpha/L$, so (7) can be expanded when $L\gg2\pi\alpha_\parallel$ and $L\gg2\pi\alpha_z$. The laws below hold only in that regime. Write the logarithm as $\ln(1+g)\approx g-g^2/2$.

For the full average, all terms linear in $\mathrm{Re}\,s$ vanish. To second order,

$$\langle\delta f\rangle=-4c^2\chi_e\chi_o\langle|s|^2\rangle-2c^2(\chi_e-\chi_o)^2\langle(\mathrm{Re}\,s)^2\rangle=-\frac{c^2(\chi_e+\chi_o)^2}{e^{2x}-1}.$$

Insert $c^2(\chi_e+\chi_o)^2=(2\pi)^2q^2(\alpha_\parallel+\alpha_z)^2$ and $d^2q/(2\pi)^2=q\,dq/2\pi$; the factors $2\pi$ cancel against this measure and $du/2\pi$. Expanding $1/(e^y-1)=\sum_me^{-my}$ gives $\int_0^\infty y^p\,dy/(e^y-1)=p!\,\zeta(p+1)$, so $\int q^3dq/(e^{2qL}-1)=6\zeta(4)/(2L)^4$ and

$$\delta E_{\rm stack}=-\frac{3\zeta(4)}{8L^4}\int_0^\infty du\,(\alpha_\parallel+\alpha_z)^2,\tag{8}$$

with relative corrections of order $1/L$. The sum $\zeta(4)=\sum_m m^{-4}$ came from the copies at distance $mL$: each pair of layers at distance $D$ has the energy $-\frac3{8D^4}\int(\alpha_\parallel+\alpha_z)^2du$, and each layer takes half of it from two partners at every $m$. As a limiting case, take two dilute sheets of $n_s$ isotropic particles per area with polarizability $\alpha$, so that $\alpha_\parallel=\alpha_z=n_s\alpha$ and the pair energy is $-\frac3{2D^4}n_s^2\int\alpha^2du$. Summing $-C_6/r^6$ gives $-n_s^2C_6\int2\pi\rho\,d\rho/(\rho^2+D^2)^3=-\pi n_s^2C_6/2D^4$, and the Casimir–Polder formula $C_6=\frac3\pi\int\alpha^2du$ makes the two equal. Equation (8) is the non-retarded dispersion energy of a stack, physically correct for the stack and spurious for the isolated layer.

For Γ sampling the first-order term survives:

$$\delta f=-2cs\big[(\chi_e-\chi^0_e)-(\chi_o-\chi^0_o)\big]\to\frac{4\pi q\,(\alpha^0_z-\alpha_z)}{e^{qL}-1},$$

since $\chi_o-\chi_o^0=(\alpha_z^0-\alpha_z)q^2$ and the even part is of order $q^3$. Then $\int\frac{q\,dq}{2\pi}\frac1{2\pi}\frac{4\pi q}{e^{qL}-1}=\frac1\pi\frac{2\zeta(3)}{L^3}$, so

$$\delta E_\Gamma=+\frac{c_3}{L^3},\qquad c_3=\frac{2\zeta(3)}\pi\int_0^\infty du\,(\alpha^0_z-\alpha_z)\ge0.\tag{9}$$

This leading term is positive, decays more slowly than (8), and is linear in the coupling to the copies. The even sector adds a negative term of order $\int\alpha_\parallel^2\,du/L^4$, so the total Γ error is positive only once $L$ is large enough for (9) to dominate; part (h) gives numbers. The term (9) is of first order in $s$. It is therefore not a dispersion energy, which needs a fluctuation in each of two layers and begins at second order. It arises because one Bloch component, in which every fluctuation is accompanied by in-phase replicas, is given the weight of the whole zone, while the other phases that would cancel it are omitted. The supercell error is a dispersion energy between the copies only for a converged $\theta$ integral. An $N$-point mesh replaces $L$ by $NL$ in (9) but does not remove the second-order term, which tends to (8) as $N$ grows and then dominates: for the gapped model of part (h) at $L=24$ bohr the total error is already negative for $N=4$. In a crystalline layer, in-plane local fields make $\chi_e-\chi^0_e=(\alpha^0_\parallel-\alpha_\parallel)q^2$ non-zero at order $q^2$; the integrand of $c_3$ becomes $(\alpha^0_z-\alpha_z)-(\alpha^0_\parallel-\alpha_\parallel)$ and its sign is no longer fixed by the argument above. By (6) truncation sets $\delta W=0$ on the layer and removes both (8) and (9), to all orders.

Both laws assume a converged $\mathbf q$ integral. At $\theta=0$ the first-order integrand tends to $4\pi(\alpha_z^0-\alpha_z)/L$ as $q\to0$. On a fixed mesh of spacing $\Delta q$ with $L\,\Delta q\gg1$ that contains the point $q=0$, taken as this limit, only that point contributes and the error falls as $1/L$; on a mesh that avoids $q=0$ the error decays exponentially with $L$.

For $d\le R\le L-d$ the truncated kernel reproduces the isolated layer's integrand exactly, whereas for a gapped layer the bare kernel leaves a dispersion error of order $L^{-4}$ with a full $\theta$ average and a leading error of order $L^{-3}$ with Γ sampling. It remains to find the corresponding laws for a metallic layer and to compare the three treatments numerically, including the case $L<2d$.
